# Why the p-block ionisation-energy break moves to Pb–Bi in row six

**Question.** Along a row of the p block the first ionisation energy generally rises, but at one place the rise is interrupted. In the light rows this happens between the p³ and p⁴ atoms, for example between N and O. In row six it happens between Pb and Bi, which are p² and p³ atoms. Why does the interruption move by one element?

**Answer.**

## The two costs that compete

Let $I_n$ be the energy needed to remove one electron from the ground level of the atom with configuration $p^n$. There are five steps $I_{n+1}-I_n$ along a row, and the smallest of them will be called the break. This definition does not require $I$ to fall: the growing nuclear charge gives each step a positive part, which may outweigh the interruption.

Two different things can make a newly added p electron easy to remove. The first is electron repulsion. Three p electrons can occupy three different orbitals with parallel spins, but the fourth has to share an orbital. The second is spin-orbit coupling. It splits the p shell into a lower $p_{1/2}$ level with room for two electrons and an upper $p_{3/2}$ level with room for four, so the third electron has to enter the upper level. Repulsion therefore penalises the fourth electron, and spin-orbit coupling the third. Comparing the sizes of the two penalties is not enough to locate the break, because each interaction also changes the effect of the other. The position has to be found with both present.

## Repulsion in the p shell

The angular part of $1/r_{12}$ that distinguishes one arrangement of p electrons from another is the quadrupole term, $P_2(\cos\gamma)$, multiplied by the radial integral

$$F^2=\int\!\!\int \rho(r)\,\rho(r')\,\frac{r_<^2}{r_>^3}\,dr\,dr',$$

where $\rho$ is the normalised radial density of a p electron. The isotropic term is the same for every pair and goes into the smooth baseline below. For unit vectors $\mathbf n,\mathbf n'$, define $Q_{ij}=n_in_j-\delta_{ij}/3$. Then

$$P_2(\mathbf n\cdot\mathbf n')=\tfrac32\Big[(\mathbf n\cdot\mathbf n')^2-\tfrac13\Big]=\tfrac32\sum_{ij}Q_{ij}Q'_{ij}.$$

The real orbitals are $\sqrt3\,n_a$ with $a=x,y,z$. Averages over the sphere are $\langle n_x^4\rangle=1/5$ and $\langle n_x^2n_y^2\rangle=1/15$. In orbital $a$ the diagonal elements of $Q$ are therefore $3/5-1/3=4/15$ along $a$ and $1/5-1/3=-2/15$ along the other two axes. Between two different orbitals, $Q_{ab}$ and $Q_{ba}$ each have the matrix element $3/15=1/5$. With $F_2=F^2/25$, the direct and exchange integrals are

$$J_{aa}=\tfrac32\,\tfrac{16+4+4}{225}F^2=4F_2,\qquad J_{ab}=\tfrac32\,\tfrac{-8-8+4}{225}F^2=-2F_2,$$

$$K_{ab}=\tfrac32\cdot\tfrac{2}{25}F^2=3F_2 .$$

So $F_2$ measures direct repulsion as well as exchange. Two parallel spins in different orbitals contribute $J_{ab}-K_{ab}=-5F_2$.

The six spin-orbitals form 15 pairs: 3 within one orbital, 6 parallel pairs in different orbitals and 6 antiparallel ones. Their mean energy is $[3(4)+6(-5)+6(-2)]F_2/15=-2F_2$. The average over all states of $p^n$, which has $n(n-1)/2$ pairs, is thus $-n(n-1)F_2$.

## The ionisation energy and its steps

The spin-orbit operator is $\zeta\sum\mathbf l\cdot\mathbf s$. From $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, a $p_{1/2}$ electron has energy $-\zeta$ and a $p_{3/2}$ electron $+\zeta/2$. The average over the shell is zero, since $2(-\zeta)+4(\zeta/2)=0$.

Let $E_n$ be the ground energy of $p^n$ from these two interactions. Measured from the configuration average it is $e_n=E_n+n(n-1)F_2$. If atom and ion share the same $F_2$ and $\zeta$,

$$I_n=I_{\rm av}(n)+e_{n-1}-e_n ,$$

where $I_{\rm av}$ connects the two averages. Assume that $I_{\rm av}$ rises by a constant $s$ per element and that $F_2$ and $\zeta$ are constant along the row. The second difference of $n(n-1)$ is 2, so

$$I_{n+1}-I_n=s-2F_2-\big(E_{n+1}-2E_n+E_{n-1}\big).\qquad(1)$$

## Weak spin-orbit coupling

Set $\zeta=0$ and fill the orbitals. The second electron adds $-5F_2$ and the third $2(-5F_2)$. The fourth adds $J_{aa}+2J_{ab}=4F_2-4F_2=0$. The fifth adds the same zero from the three opposite spins and $-5F_2$ from the one parallel spin; the sixth adds $-10F_2$. Hence

$$E_n/F_2=0,\,0,\,-5,\,-15,\,-15,\,-20,\,-30\qquad(n=0,\dots,6).$$

The second difference at $n=3$ is $-15+30-5=10$; at $n=1,2,4,5$ it is $-5$. By equation (1) the p³–p⁴ step is $s-12F_2$ and the other four are $s+3F_2$. Of the 12 units, 6 are the two exchange terms that the third electron has and the fourth lacks. Another 4 are direct repulsion, $-4F_2$ for the third electron against 0 for the fourth, and 2 come from the average baseline.

## Both interactions together

When $F_2$ and $\zeta$ are comparable, the ground level mixes terms with the same total angular momentum $J$. The spin-orbit energies are known at once in the $p_{1/2}$, $p_{3/2}$ basis. For two and four electrons they fix the mixing, once it is noted that the spin-orbit operator has no diagonal element in a spin singlet. For three electrons one further matrix element has to be calculated.

**One and five electrons.** $E_1=-\zeta$. In p⁵ one electron of energy $+\zeta/2$ is missing from a closed shell with no net spin-orbit energy, so $E_5=-20F_2-\zeta/2$.

**Two electrons, $J=0$.** The terms are ³P, at $-5F_2$, and ¹S. The latter is the equal mixture of $x^2$, $y^2$ and $z^2$, with energy $J_{aa}+2K_{ab}=10F_2$. The possible spin-orbit energies are $-2\zeta$ for $p_{1/2}^2$ and $+\zeta$ for $p_{3/2}^2$, so the spin-orbit matrix has trace $-\zeta$ and determinant $-2\zeta^2$. Its diagonal element vanishes for a spin singlet. The ³P element is therefore $-\zeta$, and the squared coupling is $2\zeta^2$. The lower root of the 2×2 problem is

$$E_2=\tfrac12\Big[5F_2-\zeta-\sqrt{(15F_2+\zeta)^2+8\zeta^2}\Big].$$

**Four electrons, $J=2$.** The terms are ³P and ¹D. Take $z^2xy$: the pair $z^2$ gives $4F_2$, and its repulsion with $x$ and $y$ gives $2(2J_{ab}-K_{ab})=-14F_2$. The electrons $x$ and $y$ add $-5F_2$ as a triplet or $J_{ab}+K_{ab}=F_2$ as a singlet. The energies are $-15F_2$ for ³P and $-9F_2$ for ¹D. The $J=2$ spin-orbit energies are $-\zeta$ from $p_{1/2}^2p_{3/2}^2$ and $+\zeta/2$ from $p_{1/2}p_{3/2}^3$, with trace $-\zeta/2$ and determinant $-\zeta^2/2$. The singlet element is again zero, so the ³P element is $-\zeta/2$ and the squared coupling is $\zeta^2/2$:

$$E_4=\tfrac12\Big[-24F_2-\tfrac{\zeta}{2}-\sqrt{(6F_2+\tfrac{\zeta}{2})^2+2\zeta^2}\Big].$$

**Three electrons, $J=3/2$.** The quartet ⁴S lies at $-15F_2$. For the doublets, $y^2x$ and $z^2x$ each have energy $J_{aa}+2J_{ab}-K_{ab}=-3F_2$ and are coupled by $K_{ab}=3F_2$. Their sum, which is symmetric about $x$, is ²P at 0; their difference is ²D at $-6F_2$.

The spin-orbit operator is a vector in orbital space and joins ⁴S to ²P alone. Call that coupling $a$, the ²P–²D coupling $b$, and the diagonal doublet elements $d_P,d_D$. The spin-orbit energies with $J=3/2$ are $-\tfrac32\zeta$, $0$ and $+\tfrac32\zeta$. Their product is zero, so the determinant $-a^2d_D$ vanishes and $d_D=0$; the zero trace then gives $d_P=0$. The sum of the 2×2 principal minors gives $a^2+b^2=\tfrac94\zeta^2$.

To find $a$, act on the quartet with all three spins up. The term $l_zs_z$ gives zero, as the three values of $m$ add to zero. The term $\tfrac12 l_+s_-$ produces two orthogonal states, each with amplitude $\zeta\sqrt2/2$. Thus $a^2=\zeta^2$ and $b^2=\tfrac54\zeta^2$. The secular equation is

$$(E+15F_2)\big[E(E+6F_2)-\tfrac54\zeta^2\big]-\zeta^2(E+6F_2)=0,$$

and multiplying out gives

$$E^3+21F_2E^2+\big(90F_2^2-\tfrac94\zeta^2\big)E-\tfrac{99}{4}F_2\zeta^2=0,$$

whose lowest root is $E_3$. That these are the ground levels was tested by diagonalizing the Hamiltonian in all 64 states of the p shell, at seven parameter pairs from $\zeta=0$ to $F_2=0$.

## From one limit to the other

To first order in small $\zeta$, the square roots give $E_2=-5F_2-\zeta$ and $E_4=-15F_2-\zeta/2$, while $E_3$ has no linear term. Equation (1) then gives

$$I_3-I_2=s+3F_2-\zeta,\qquad I_4-I_3=s-12F_2+\tfrac32\zeta .$$

Spin-orbit coupling lowers the first step and raises the second from the start.

For large $\zeta$, expand to first order in $F_2$. In $E_2$ the root is $3\zeta+5F_2$, hence $E_2=-2\zeta$. In $E_4$ it is $\tfrac32\zeta+2F_2$, hence $E_4=-\zeta-13F_2$. Put $E_3=-\tfrac32\zeta+\delta$ in the cubic. The terms of order $\zeta^2$ give $\tfrac92\delta+\tfrac{45}{2}F_2=0$, so $\delta=-5F_2$. The steps become

$$I_3-I_2=s+3F_2-\tfrac32\zeta,\qquad I_4-I_3=s+F_2,$$

and the remaining three are $s-2F_2$, $s-3F_2$ and $s+F_2$ for p¹–p², p⁴–p⁵ and p⁵–p⁶. The third electron pays the full gap $\tfrac32\zeta$ between $p_{1/2}$ and $p_{3/2}$. The fourth enters the same level as the third, and the old break has gone.

The break changes place where the two steps are equal. Equation (1) then gives

$$3(E_3-E_2)+E_1-E_4=0 .$$

The slope $s$ has cancelled, and the condition depends on $\zeta/F_2$ alone. Its numerical solution is

$$\zeta/F_2\approx4.96 .$$

A scan of ratios from 0 to 30 by full diagonalization found the smallest of all five steps at p³–p⁴ below this value and at p²–p³ above it. At the crossing both steps equal $s-4.62F_2$, so there the break is an actual fall if $s<4.62F_2$.

## Parameters of real atoms

The p² and p³ atoms of rows two to six were computed with the radial Dirac–Kohn–Sham equations, the exchange-only local density approximation and a point nucleus. Half a p electron was removed and the rest spread evenly over the shell. In this theory an orbital energy is the derivative of the total energy with respect to occupation. Removing one electron costs minus the integral of that derivative, and the value at half removal is the midpoint estimate of it. Minus the mean p orbital energy is therefore used for $I_{\rm av}$. This is an approximation, because a spherical atom with local exchange does not reproduce the average over the states of $p^n$ exactly. For phosphorus the midpoint value is 8.59 eV, against 8.66 eV from a difference of total energies in the same theory. The level splitting gives $\zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2})$.

The p³ atom supplies $F_2$ and $\zeta$ for its row, and $s$ is the difference of $I_{\rm av}$ between the two atoms. Energies are in eV. In row six the third decimal depends on the numerical representation of the radial functions: $I_{\rm av}$ of Pb and Bi is uncertain by about 0.002 eV and $\zeta$ of Bi by about 0.001 eV.

| Atom | $F_2$ | $\zeta$ | $\zeta/F_2$ | p²–p³ step | p³–p⁴ step |
|---|---|---|---|---|---|
| N | 0.326 | 0.014 | 0.04 | 3.60 | −1.26 |
| P | 0.215 | 0.040 | 0.18 | 2.50 | −0.63 |
| As | 0.206 | 0.203 | 0.98 | 1.99 | −0.54 |
| Sb | 0.184 | 0.449 | 2.44 | 1.30 | −0.13 |
| Bi | 0.177 | 1.388 | 7.86 | −0.37 | 0.90 |

From N to Bi, $F_2$ falls to about half, while $\zeta$ grows by a factor of about 98. The ratio passes the critical value between rows five and six. Lead, at 6.68, is also above it.

For nitrogen the small-$\zeta$ formula is sufficient. With $s=2.638$ eV, the p³–p⁴ step is $2.638-12(0.3264)+1.5(0.0142)=-1.26$ eV.

For row six, $s=7.186-5.899=1.287$ eV. With the bismuth parameters,

$$E_2=\tfrac12\Big[-0.505-\sqrt{4.037^2+8(1.388)^2}\Big]=-3.068\ \text{eV},$$

and $E_1=-1.388$, $E_3=-3.442$, $E_4=-3.783$ eV. Equation (1) gives

$$I_3-I_2=1.287-0.353-(-3.442+6.136-1.388)=-0.37\ \text{eV},$$

$$I_4-I_3=1.287-0.353-(-3.783+6.884-3.068)=0.90\ \text{eV}.$$

The large-$\zeta$ formulas would give $-0.27$ and 1.46 eV. Row six is therefore on the spin-orbit side of the crossing, but still far from the limit in which repulsion is a small correction.

Switching off one interaction at a time shows what each does alone. With $\zeta=0$ and everything else in row six unchanged, the break returns to p³–p⁴, where the step is $-0.83$ eV, and the p²–p³ step becomes 1.82 eV. With $F_2=0$ the break stays at p²–p³, at $-0.80$ eV. Repulsion thus opposes the Pb–Bi break, reducing its depth from 0.80 to 0.37 eV.

Taken alone and with these parameters, repulsion gives a slightly deeper fall than spin-orbit coupling, 0.83 against 0.80 eV. This ordering needs $12F_2>\tfrac32\zeta$, that is $\zeta/F_2<8$, which 7.86 only just satisfies; $F_2$ taken from the $p_{3/2}$ density alone, 0.170 eV, already reverses it. Even with the ratio 7.86 the break lies at p²–p³, because spin-orbit coupling removes most of the fourth electron's repulsion penalty. It raises the p³–p⁴ step from −0.83 to 0.90 eV, whereas repulsion raises the p²–p³ step only from −0.80 to −0.37 eV.

## How far the numbers can be trusted

Constant parameters exaggerate the fall in row six. Lead has the smaller $\zeta$, 1.08 eV, so its electrons gain less from the low $p_{1/2}$ level than the bismuth parameters suggest. When each atom has its own parameters, the ionisation energies are 6.95 eV for Pb and 6.85 eV for Bi, and the fall shrinks to 0.10 eV. Local exchange in a spherical atom gives the slope $s$ only approximately, and an error in $s$ shifts all steps of a row by the same amount. It can therefore change the sign of a small step without moving the break. Correlation, mixing with other configurations, the Breit interaction, nuclear size and the different Coulomb integrals of $p_{1/2}$ and $p_{3/2}$ are left out. The calculation therefore does not settle the sign of so small a difference. The p³–p⁴ steps in the table are also too low. The measured steps in rows two to five are about $-0.92$, $-0.13$, $-0.04$ and $+0.40$ eV, which is 0.3 to 0.5 eV above the model. In row five the sign differs: from Sb to Te the ionisation energy rises, and the break is only a slower rise. Values of $F_2$ fitted to the measured p³ levels are 25 to 30% smaller than those in the table. They give $\zeta/F_2$ near 3 for Sb and near 10 for Bi, on the same sides of the critical ratio.

The position of the break is less delicate. In the constant-parameter model the two competing steps differ by 1.43 eV in row five and by 1.27 eV, in the opposite sense, in row six. An uneven rise of $I_{\rm av}$, or any other neglected effect, would have to change the difference between the steps by more than this to reverse their order. The p³–p⁴ steps in the table rest on the assumed constant slope and parameters, and these margins belong to that assumption. When the p², p³ and p⁴ atoms each have their own parameters in the same theory, the difference becomes 1.58 eV in row five and 0.87 eV in row six, with the order unchanged. The measured difference in row five is about 0.86 eV. The numerical output lists all five steps for each row.

## Values computed for the example and the checks

```
Pair terms / F_2: J_aa 4, J_ab -2, K_ab 3
Steps minus s, zeta=0 (F_2): [  3.   3. -12.   3.   3.]
Large zeta, 1.5 zeta added to p2-p3 (F_2): [-2.  3.  1. -3.  1.]
Critical ratio zeta/F_2 = 4.955
Both steps there, minus s = -4.621 F_2
Solver/exact splitting: Z=7 2p 0.99994, Z=83 6p 0.99999
P average ionisation: half-occupation 8.590 eV, total energies 8.660 eV
Atom: I_av, F_2, zeta (eV), zeta/F_2
  C    9.590  0.2733   0.0067   0.024
  N   12.227  0.3264   0.0142   0.043
  Si   6.696  0.1847   0.0240   0.130
  P    8.590  0.2153   0.0398   0.185
  Ge   6.516  0.1831   0.1421   0.776
  As   8.129  0.2060   0.2025   0.983
  Sn   6.041  0.1664   0.3350   2.013
  Sb   7.399  0.1840   0.4486   2.438
  Pb   5.899  0.1613   1.0770   6.678
  Bi   7.186  0.1766   1.3881   7.858
Row: s, then steps p1-p2, p2-p3, p3-p4, p4-p5, p5-p6 (eV)
  2  2.638 |  3.603  3.603 -1.258  3.610  3.610
  3  1.894 |  2.501  2.498 -0.630  2.519  2.520
  4  1.613 |  2.053  1.992 -0.543  2.113  2.145
  5  1.358 |  1.583  1.295 -0.133  1.617  1.758
  6  1.287 |  1.225 -0.373  0.900  1.036  1.562
Row 6 steps with zeta=0 (eV): [ 1.816  1.816 -0.833  1.816  1.816]
Row 6 steps with F_2=0 (eV): [ 1.287 -0.796  1.287  1.287  1.287]
Bi parameters, E_n for n=0..6 (eV): 0.000 -1.388 -3.068 -3.442 -3.783 -4.227 -5.299
Bi parameters, e_n for n=0..6 (eV): 0.000 -1.388 -2.715 -2.382 -1.663 -0.694 0.000
Bi/N ratios: zeta 97.8, F_2 0.541
Ionisation energies, each atom with its own parameters (eV)
  C  10.409  N  14.172  step 3.762
  Si 7.250  P  9.841  step 2.591
  Ge 7.080  As 9.152  step 2.072
  Sn 6.617  Sb 8.008  step 1.391
  Pb 6.954  Bi 6.853  step -0.101
```
